# Bow and thermal stress in a wafer heated on one face

## The problem

A silicon wafer has diameter $D=2R=300$ mm and thickness $h=775$ µm. Its upper face is 1.0 K hotter than its lower face, the temperature varies linearly in between, and it is uniform across the wafer. The expansion coefficient is $\alpha=2.6$ ppm/K. The wafer is free: nothing clamps it, it carries no film, and its weight is left out for now. How far does it bow, and what thermal stress does it carry?

Let $z$ run from the mid-plane towards the hot face, so that

$$T=T_{\rm mean}+\Delta T\,\frac{z}{h},\qquad -\frac h2\le z\le\frac h2 .$$

The bow $B$ is the height of the centre of the mid-plane above the plane of its rim. Tensile stress is positive. Displacements and slopes are taken as small, and $\alpha$ as constant.

## A tempting solution

Relative to the mid-plane, the hot face wants to expand by the strain $\alpha\Delta T/2$, and the cold face wants to shrink by as much. Since they belong to one solid piece, each seems to be held back by the rest, which suggests a stress.

To find it, let the elastic strain be $e$ in both in-plane directions. Silicon is cubic, with rough stiffnesses $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, and the crystal axes of a (100) wafer are taken along $x,y,z$. The faces are free, so the stress through the thickness vanishes:

$$0=2C_{12}e+C_{11}e_{zz}\quad\Rightarrow\quad e_{zz}=-\frac{2C_{12}}{C_{11}}e .$$

The in-plane stress is then

$$\sigma=(C_{11}+C_{12})e+C_{12}e_{zz}=Me,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=180.7\ \text{GPa}.$$

If the thermal strain $\alpha\Delta T\,z/h$ is suppressed, the elastic strain is its negative, and

$$\sigma_{\rm flat}=-M\alpha\Delta T\,\frac zh .$$

At the hot face this is $-(180.7\ \text{GPa})(1.3\times10^{-6})=-0.235$ MPa, a compression.

The solution continues by letting this stress bend the wafer. Its moment per unit length has magnitude

$$M\alpha\Delta T\int_{-h/2}^{h/2}\frac{z^2}{h}\,dz=\frac{M\alpha\Delta T\,h^2}{12}.$$

A plate bent to equal curvatures $\kappa$ in both directions has in-plane strain $\kappa z$, stress $M\kappa z$ and moment $M\kappa h^3/12$. Equating the two moments gives $\kappa=\alpha\Delta T/h$, from which the bow follows. The answer offered is therefore a bowed wafer with 0.235 MPa at its faces.

## Where it fails

The curvature is right, but the stress belongs to a different wafer. The expression $\sigma_{\rm flat}$ was found by forbidding the thermal strain, which requires the wafer to be held flat by an external moment. A free wafer has no such moment acting on it.

Removing the moment lets the wafer bend, and the bending adds its own stress. With $\kappa=\alpha\Delta T/h$, the sum is

$$\sigma=-M\alpha\Delta T\,\frac zh+M\kappa z=0$$

at every height $z$. The tempting solution used the stress to drive the bending, then reported it as though the bending had not relieved it.

This plate argument assumes a form for the deformation. The three-dimensional solution below does not need that assumption, and it shows why the cancellation is complete.

## The right solution

**Give every piece its natural size.** The uniform part $T_{\rm mean}$ enlarges the whole wafer without stress, so only the departure from it matters. Expansion in a cubic crystal is the same in all directions. A small piece at height $z$, left to itself, therefore takes the strain

$$\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_{zz}=\kappa z,\qquad \gamma_{xy}=\gamma_{yz}=\gamma_{xz}=0,\qquad \kappa=\frac{\alpha\Delta T}{h}.$$

The question is whether pieces of these sizes fit together without gaps. They do if a displacement field $(u_x,u_y,u_z)$ produces these strains.

**Find the displacement.** Integrating $\partial u_x/\partial x=\kappa z$ and $\partial u_y/\partial y=\kappa z$ suggests

$$u_x=\kappa xz,\qquad u_y=\kappa yz .$$

Integrating $\partial u_z/\partial z=\kappa z$ gives $u_z=\kappa z^2/2+f(x,y)$, with $f$ still unknown. The shear strains fix it:

$$\gamma_{xz}=\frac{\partial u_x}{\partial z}+\frac{\partial u_z}{\partial x}=\kappa x+\frac{\partial f}{\partial x}=0,\qquad
\gamma_{yz}=\kappa y+\frac{\partial f}{\partial y}=0 .$$

Hence $f=-\kappa(x^2+y^2)/2$, apart from a constant that shifts the whole wafer. The remaining shear, $\gamma_{xy}=\partial u_x/\partial y+\partial u_y/\partial x$, is zero because $u_x$ does not depend on $y$, nor $u_y$ on $x$. Therefore

$$u_z=\frac{\kappa}{2}\left(z^2-x^2-y^2\right).$$

**Read off the stress.** Stress comes from elastic strain, which is total strain minus thermal strain. Here the two are equal, so the elastic strain and the stress vanish throughout. No stiffness has entered, so the elastic anisotropy of silicon makes no difference. Zero stress also satisfies equilibrium and leaves all surfaces free of force.

No other stress state is possible. The difference between two solutions would be an elastic deformation with no load and no thermal strain. The forces on it do no work, so its elastic energy is zero. Because that energy is positive for any strain, the difference can be no more than a rigid motion.

**Read off the bow.** On the mid-plane, $z=0$ and $u_z=-\kappa r^2/2$, where $r^2=x^2+y^2$. The centre lies above the rim by

$$B=\frac{\kappa R^2}{2}=\frac{\alpha\Delta T\,R^2}{2h}=\frac{\alpha\Delta T\,D^2}{8h}.$$

The hot face is convex. For the given wafer,

$$\kappa=\frac{2.6\times10^{-6}}{775\times10^{-6}\ \text{m}}=0.003355\ \text{m}^{-1},\qquad
B=\frac{(0.003355\ \text{m}^{-1})(0.150\ \text{m})^2}{2}=37.7\ \text{µm}.$$

The answer is a bow of about 38 µm with no thermal stress. The radius of curvature is 298 m. A strain difference of only 2.6 ppm becomes visible as bow because the wafer is so much wider than it is thick.

As long as the bow stays small compared with the thickness, a thinner wafer bows more at fixed $\Delta T$. At fixed steady heat flux $q$ the thickness then drops out: with thermal conductivity $k$, $\Delta T=qh/k$ and so $\kappa=\alpha q/k$. Strongly thinned wafers can leave this range. At 100 µm thickness and 1 K the formula would give a bow of about 290 µm, which is too large for it to be trusted. With finite slopes included, the round dome bows much less than the formula says, and it becomes unstable once the formula's bow reaches about 2.7 times the thickness, as it does here.

## Why the profile must be linear

Suppose a general temperature field causes no stress. The strains are then $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_{zz}=\alpha T$, with no shear. Since strains come from displacements,

$$\frac{\partial^2\varepsilon_{xx}}{\partial y^2}+\frac{\partial^2\varepsilon_{yy}}{\partial x^2}=\frac{\partial^2\gamma_{xy}}{\partial x\,\partial y}=0
\quad\Rightarrow\quad T_{xx}+T_{yy}=0,$$

where subscripts on $T$ denote derivatives. The other two pairs of axes give $T_{yy}+T_{zz}=0$ and $T_{zz}+T_{xx}=0$. Together these make all three second derivatives zero.

For the mixed derivatives, zero shear lets us exchange indices with a change of sign:

$$\frac{\partial^2u_x}{\partial y\,\partial z}=-\frac{\partial^2u_y}{\partial x\,\partial z}=+\frac{\partial^2u_z}{\partial x\,\partial y}=-\frac{\partial^2u_x}{\partial y\,\partial z}.$$

The quantity equals its own negative, so it vanishes. Its $x$ derivative is $\alpha T_{yz}$, which therefore vanishes too, and likewise for the other pairs. With constant $\alpha$, a free body is thus exactly free of thermal stress only if $T$ is linear in position. The theorem says nothing about size. In a thin wafer, a profile that is uniform through the thickness and obeys $T_{xx}+T_{yy}=0$, such as $T\propto x^2-y^2$, violates only the conditions involving $z$, and the stress it leaves is very small: below 0.1 Pa for an amplitude of 0.1 K on this wafer.

## A second wafer with the same bow

Now heat the upper face steadily while the lower face is insulated. After the start-up has died away, every point warms at the same rate $s$. With density $\rho$ and heat capacity $c$, heat conduction requires

$$k\frac{d^2T}{dz^2}=\rho cs,\qquad \frac{dT}{dz}=0\ \text{ at }\ z=-\frac h2 .$$

Measured from the cold face, the temperature is

$$T=\Delta T\left(\zeta+\tfrac12\right)^2,\qquad \zeta=\frac zh,\qquad \Delta T=\frac{\rho csh^2}{2k}.$$

Away from the rim, the in-plane strain of a thin plate has the form $e_0+\kappa' z$, so

$$\sigma=M\left[e_0+\kappa' z-\alpha\Delta T\left(\zeta^2+\zeta+\tfrac14\right)\right].$$

The net force must vanish. The average of $\zeta^2$ is $1/12$ and that of $\zeta$ is zero, giving $e_0=\alpha\Delta T(1/12+1/4)=\alpha\Delta T/3$. The net moment must vanish as well. Only terms odd in $z$ contribute, giving $\kappa'h=\alpha\Delta T$. The curvature is the same as before, but substitution leaves

$$\sigma=M\alpha\Delta T\left[\tfrac13+\zeta-\zeta^2-\zeta-\tfrac14\right]=-M\alpha\Delta T\left(\zeta^2-\tfrac1{12}\right).$$

For $\Delta T=1$ K, both faces are compressed by $M\alpha\Delta T/6=78$ kPa, and the mid-plane is under a tension of 39 kPa. The bow is again 37.7 µm. Bow measures only the first moment of the thermal strain about the mid-plane, $\int\alpha T z\,dz$. It does not reveal the stress left by the rest of the profile.

With rough values $k=150$ W/(m K), $\rho=2330$ kg/m³ and $c=700$ J/(kg K), this case needs a flux $2k\Delta T/h=38.7$ W/cm² and warms at $s=306$ K/s. The linear profile needs a steady flux $k\Delta T/h=19.4$ W/cm² passing through. The slowest temperature disturbance across the thickness decays in a time $\rho ch^2/(\pi^2k)=0.66$ ms, so the linear profile is soon reached once the face temperatures are steady.

## The wafer on a real support

The diameter and thickness are those of a standard 300 mm wafer, and the material values are rough ones for silicon near room temperature. The assumption that fails most visibly is the absence of weight. Let the wafer rest on its whole rim, with load per area $p=\rho gh=17.7$ Pa. Replace its direction-dependent stiffness by an average in-plane modulus $E=147.5$ GPa, derived below, and the matching Poisson ratio $\nu=1-E/M=0.184$. The bending stiffness is $D_b=Mh^3/[12(1+\nu)]=5.92$ N m.

The downward deflection $w$ obeys $D_b\nabla^4w=p$, so $w=pr^4/(64D_b)+A+br^2$. A rim free of moment requires $w''+\nu w'/r=0$ at $r=R$:

$$\frac{(12+4\nu)pR^2}{64D_b}+2b(1+\nu)=0 .$$

Solving for $b$ and setting $w(R)=0$ gives the central sag

$$w(0)=A=\frac{pR^4}{64D_b}\left[\frac{6+2\nu}{1+\nu}-1\right]=\frac{(5+\nu)pR^4}{64(1+\nu)D_b}=104\ \text{µm}.$$

Minimizing the plate energy numerically over polynomial deflections, with the full cubic stiffness, gives 103 µm. The sag is about 2.7 times the thermal bow. In linear theory the two add: with the hot face up, the centre rises 38 µm from its sagged position but remains about 66 µm below the rim. The thermal bow is then the change in shape on heating. Because the sag is already about 0.13 of the thickness, finite slopes shift these values by roughly 1 %: the centre rises about 37 µm and stays about 65 µm below the rim. The weight does cause stress, but that stress is not thermal. Other supports give other sags.

Temperature of use matters too. With a rough expansion of 4.3 ppm/K near 1200 K, the same 1 K difference gives 62 µm.

## Smaller departures

A real wafer may also be cooler at its rim. Take $T=-\delta\,r^2/R^2$, uniform through the thickness. Write the in-plane stresses as $\sigma_{xx}=\phi_{yy}$, $\sigma_{yy}=\phi_{xx}$, $\sigma_{xy}=-\phi_{xy}$, which satisfies equilibrium. With compliances $S_{ij}$, the inverse of the stiffnesses, the condition that the strains fit together becomes

$$S_{11}(\phi_{xxxx}+\phi_{yyyy})+(2S_{12}+S_{66})\phi_{xxyy}=Q,\qquad Q=-\alpha\nabla^2T=\frac{4\alpha\delta}{R^2}.$$

Try $\phi=C(1-r^2/R^2)^2$, which leaves the rim free of force. Its fourth derivatives are $24C/R^4$, $24C/R^4$ and $8C/R^4$. Hence

$$C=\frac{EQR^4}{64},\qquad E=\frac{8}{6S_{11}+2S_{12}+S_{66}} .$$

The stress is $-4C/R^2=-EQR^2/16$ at the centre, and the hoop stress at the rim is $8C/R^2=EQR^2/8$. For an assumed drop $\delta=0.1$ K, the rim tension is $E\alpha\delta/2=19$ kPa. A small temperature difference across the wafer, when its in-plane $\nabla^2T$ is not zero, can therefore matter more for stress than a linear difference through it.

The same equation measures the error of small-slope theory. A flat disc cannot become a spherical cap without some stretching. The slopes of $u_z=-\kappa r^2/2$ add in-plane strains $\tfrac12(\partial_iu_z)(\partial_ju_z)$, for which $Q=-\kappa^2$. The stress is $+2.3$ kPa at the centre and $-4.7$ kPa along the rim. "No thermal stress" is thus a statement of linear elasticity, and here the correction is about 2 % of the held-flat face stress.

The stretching also resists the bow. Integrating by parts, its energy per area is $\tfrac12hQ\langle\phi\rangle=hE\kappa^4R^4/384$, since $\langle\phi\rangle=C/3$. Bending away from the natural curvature $\kappa_0=\alpha\Delta T/h$ costs $Mh^3(\kappa-\kappa_0)^2/12$. Setting the derivative of the sum to zero gives, for a small change within spherical shapes,

$$\frac{\kappa_0-\kappa}{\kappa_0}\approx\frac{E}{M}\,\frac{\kappa_0^2R^4}{16h^2}=0.05\ \% .$$

This is the loss of mean curvature. The wafer also departs slightly from a sphere, being flattened most near its centre, so the bow itself falls by a little more, about 0.07 %. While they are small, both losses grow as $\Delta T^2$. The linear bow formula is therefore no longer accurate once the bow is comparable with the thickness.

All numerical values are calculated from the stated model.
